\section*{Inelastic tunnelling thresholds of a spin-2 iron atom on copper nitride}

\section*{The question}

A single Fe atom sits on a thin copper nitride layer above a copper crystal. A metal tip is held over it, and the current $I$ is measured as a function of the bias $V$. The magnetic state of the atom is modelled by one spin $S=2$ in zero magnetic field,
\begin{equation}
H = D S_z^2 + E\,(S_x^2-S_y^2), \qquad D=-1.55\ \text{meV},\quad E=0.31\ \text{meV}.
\label{H}
\end{equation}
The spin operators are dimensionless, and $|m\rangle$ denotes an eigenstate of $S_z$. Energies are in meV, the natural unit here because an electron crossing a bias of 1 mV gains 1 meV.

A tunnelling electron with spin operator $\mathbf s$ acts on the atom through a term proportional to $\mathbf S\cdot\mathbf s$, taken to lowest order. The electrodes are unpolarized and have constant densities of states. The current is small enough for the atom to remain in thermal equilibrium between tunnelling events.

\section*{Part (a): energy levels}

\textbf{Question.} Find the five eigenvalues of $H$ in closed form.

\textbf{Answer.} With $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$,
\begin{align}
S_x^2&=\tfrac14\left(S_+^2+S_-^2+S_+S_-+S_-S_+\right),\\
S_y^2&=-\tfrac14\left(S_+^2+S_-^2-S_+S_--S_-S_+\right).
\end{align}
The mixed products cancel in the difference, so
\begin{equation}
E(S_x^2-S_y^2)=\tfrac{E}{2}\left(S_+^2+S_-^2\right).
\end{equation}
This term changes $m$ by two. From $S_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$,
\begin{equation}
S_+^2|0\rangle=\sqrt6\cdot2\,|2\rangle,\qquad
S_+^2|{-1}\rangle=\sqrt6\cdot\sqrt6\,|1\rangle .
\end{equation}
After multiplication by $E/2$, the state $|0\rangle$ is coupled to $|2\rangle$, and by symmetry to $|{-2}\rangle$, with strength $\sqrt6E$. The states $|1\rangle$ and $|{-1}\rangle$ are coupled with strength $3E$. Define
\begin{equation}
|A\rangle=\frac{|2\rangle+|{-2}\rangle}{\sqrt2},\quad
|B\rangle=\frac{|2\rangle-|{-2}\rangle}{\sqrt2},\quad
|C_\pm\rangle=\frac{|1\rangle\pm|{-1}\rangle}{\sqrt2}.
\end{equation}
The two couplings to $|0\rangle$ cancel in $|B\rangle$, and $|C_\pm\rangle$ diagonalize the $m=\pm1$ block:
\begin{equation}
H|B\rangle=4D|B\rangle,\qquad H|C_\pm\rangle=(D\pm3E)|C_\pm\rangle .
\end{equation}
In $|A\rangle$ the couplings add, giving $\langle0|H|A\rangle=2\sqrt6E/\sqrt2=2\sqrt3E$. The remaining block and its characteristic equation are
\begin{equation}
\begin{pmatrix}4D&2\sqrt3E\\2\sqrt3E&0\end{pmatrix},
\qquad \lambda^2-4D\lambda-12E^2=0 .
\end{equation}
Hence
\begin{equation}
\lambda_\pm=2D\pm2R,\qquad R=\sqrt{D^2+3E^2}.
\end{equation}
These two values, with $4D$ and $D\pm3E$, are the five eigenvalues for any real $D$ and $E$.

\section*{Part (b): excitation energies}

\textbf{Question.} For $D<0$ and $0<E<|D|$, order the levels and find the excitation energies from the ground state. Evaluate them, and examine the limits $E\to0$ and $E\to|D|$.

\textbf{Answer.} Subtract $2D-2R$ from the other four eigenvalues and use $D=-|D|$:
\begin{align}
\Delta_1&=4D-2D+2R=2R-2|D| &&(B),\\
\Delta_2&=D-3E-2D+2R=2R+|D|-3E &&(C_-),\\
\Delta_3&=D+3E-2D+2R=2R+|D|+3E &&(C_+),\\
\Delta_4&=4R &&(\lambda_+).
\end{align}
All are positive and increase in this order. First, $R>|D|$ gives $\Delta_1>0$. Next, $\Delta_2-\Delta_1=3(|D|-E)>0$ and $\Delta_3-\Delta_2=6E>0$. Finally, $\Delta_4-\Delta_3=2R-(|D|+3E)$ is positive because both terms are positive and
\begin{equation}
4R^2-(|D|+3E)^2=3D^2-6|D|E+3E^2=3(|D|-E)^2>0 .
\end{equation}
For the given parameters,
\begin{equation}
R=\sqrt{1.55^2+3(0.31)^2}\ \text{meV}=1.6404\ \text{meV},
\end{equation}
and therefore
\begin{align}
\Delta_1&=3.2807-3.10=0.181\ \text{meV},\\
\Delta_2&=3.2807+1.55-0.93=3.90\ \text{meV},\\
\Delta_3&=3.2807+1.55+0.93=5.76\ \text{meV},\\
\Delta_4&=4(1.6404)=6.56\ \text{meV}.
\end{align}
Divided by Planck's constant, the first three correspond to about 44, 940 and 1390 GHz. If $D$ and $E$ are each uncertain by up to 0.005 meV, these three energies can change by up to about 0.006, 0.024 and 0.035 meV.

For small $E$, expansion of the root gives
\begin{equation}
R\simeq|D|+\frac{3E^2}{2|D|},\qquad
\Delta_1\simeq\frac{3E^2}{|D|}=0.186\ \text{meV}.
\end{equation}
This estimate is 3\% above the full value. The splitting is of second order because $|2\rangle$ and $|{-2}\rangle$ communicate through $|0\rangle$, which requires two actions of the transverse term. It is small beside $\Delta_2$ for this reason. The splitting of $C_+$ and $C_-$ is of first order, $6E=1.86$ meV.

In the other limit, $E=|D|$, one has $R=2|D|$ and excitation energies $2|D|,2|D|,8|D|,8|D|$. Direct substitution explains the pairs. Since $S_x^2+S_y^2+S_z^2=6$,
\begin{equation}
H=-|D|\,(S_z^2-S_x^2+S_y^2)=2|D|S_x^2-6|D| .
\end{equation}
The $x$ axis has become a hard axis, and the levels depend on the square of the spin projection along it.

\section*{Part (c): which levels appear in the current}

\textbf{Question.} At zero temperature, determine which excitations give thresholds in the current, and the relative heights of the conductance steps.

\textbf{Answer.} Write the ground state and the highest state as
\begin{equation}
|g\rangle=c|A\rangle-s|0\rangle,\quad |t\rangle=s|A\rangle+c|0\rangle,
\quad c=\cos\theta,\ s=\sin\theta .
\end{equation}
Their off-diagonal element must vanish:
\begin{equation}
\langle t|H|g\rangle=4Dsc+2\sqrt3E(c^2-s^2)
=2D\sin2\theta+2\sqrt3E\cos2\theta=0 ,
\end{equation}
so $\tan2\theta=\sqrt3E/|D|$. With $0<2\theta<\pi/2$ this means $|D|=R\cos2\theta$ and $\sqrt3E=R\sin2\theta$. Then
\begin{align}
\langle g|H|g\rangle&=4Dc^2-4\sqrt3Esc\nonumber\\
&=2D-2|D|\cos2\theta-2\sqrt3E\sin2\theta=2D-2R ,
\end{align}
which confirms that $|g\rangle$ is the lower state. Here $\theta=0.1667$, and the probability of $m=0$ in the ground state is $s^2=0.0275$.

For a final state $f$, put $M_a=\langle f|S_a|g\rangle$. Summing the squared amplitude over initial and final electron spins gives
\begin{equation}
\sum_{\sigma\sigma'}|\langle f\sigma'|\mathbf S\cdot\mathbf s|g\sigma\rangle|^2
=\sum_{ab}M_aM_b^*\,\mathrm{Tr}(s_as_b)=\frac12\sum_a|M_a|^2 ,
\label{trace}
\end{equation}
because $\mathrm{Tr}(s_as_b)=\delta_{ab}/2$. The step heights are therefore proportional to $w_f=\sum_a|M_a|^2$.

The actions of the spin operators are
\begin{align}
S_z|A\rangle&=2|B\rangle, & S_z|0\rangle&=0,\\
S_x|A\rangle&=|C_+\rangle, & S_x|0\rangle&=\sqrt3|C_+\rangle,\\
S_y|A\rangle&=i|C_-\rangle, & S_y|0\rangle&=-i\sqrt3|C_-\rangle .
\end{align}
For example, $S_-|2\rangle=2|1\rangle$ and $S_+|{-2}\rangle=2|{-1}\rangle$ give
$S_x|A\rangle=(|1\rangle+|{-1}\rangle)/\sqrt2$, while $S_\pm|0\rangle=\sqrt6|{\pm1}\rangle$ gives the factor $\sqrt6\cdot\sqrt2/2=\sqrt3$. Consequently
\begin{align}
S_z|g\rangle&=2c\,|B\rangle, & w_1&=4c^2=3.89,\\
S_y|g\rangle&=i(c+\sqrt3s)|C_-\rangle, & w_2&=(c+\sqrt3s)^2=1.62,\\
S_x|g\rangle&=(c-\sqrt3s)|C_+\rangle, & w_3&=(c-\sqrt3s)^2=0.49 .
\end{align}
None of these vectors has a component along $|t\rangle$, so $w_4=0$. At zero temperature the thresholds lie at $e|V|=0.181$, 3.90 and 5.76 meV. The level at 6.56 meV exists but cannot be reached from the ground state in this order of tunnelling. It can be reached from $|B\rangle$, with the small weight $4s^2=0.11$ and at the energy $\Delta_4-\Delta_1=6.38$ meV, once $|B\rangle$ is thermally populated.

The weights obey the sum rule
\begin{equation}
w_1+w_2+w_3=4c^2+2c^2+6s^2=6=S(S+1),
\end{equation}
so the steps carry about 65\%, 27\% and 8\% of the total conductance due to exchange. The second is larger than the third because the amplitudes from $|A\rangle$ and $|0\rangle$ add for $C_-$ and subtract for $C_+$. As $E\to0$ the weights tend to $4,1,1$. As $E\to|D|$, $\theta\to30^\circ$ and they tend to $3,3,0$: the ground state then has zero projection on the $x$ axis, and one action of $\mathbf S$ can change that projection by at most one.

\section*{Part (d): thermal broadening}

\textbf{Question.} Find the thermal phase-space factor for an electron that gives energy $\Delta$ to the spin. Deduce the form of $d^2I/dV^2$, and discuss the spectrum at 0.5, 1.0 and 4.2 K.

\textbf{Answer.} Let the occupied electrode be raised by $eV$. Measure the initial electron energy $\varepsilon$ from its Fermi level. The final energy, measured from the other Fermi level, is $\varepsilon+u$ with $u=eV-\Delta$. The required factor is
\begin{equation}
P(u)=\int_{-\infty}^{\infty}f(\varepsilon)[1-f(\varepsilon+u)]\,d\varepsilon,
\quad f(\varepsilon)=\frac1{1+e^{\varepsilon/kT}} .
\end{equation}
Set $x=e^{\varepsilon/kT}$ and $a=e^{u/kT}$, so that $d\varepsilon=kT\,dx/x$. Then
\begin{align}
P(u)&=kT\int_0^\infty\frac{a\,dx}{(1+x)(1+ax)}\nonumber\\
&=kT\,\frac{a}{a-1}\int_0^\infty\left[\frac{a}{1+ax}-\frac1{1+x}\right]dx\nonumber\\
&=kT\,\frac{a\ln a}{a-1}=\frac{u}{1-e^{-u/kT}} .
\label{P}
\end{align}
As $T\to0$, $P$ becomes $u$ for $u>0$ and zero for $u<0$. The current from this channel starts at $eV=\Delta$, where the conductance has a step.

Equation \eqref{P} can also be written $P=u/2+(u/2)\coth(u/2kT)$. The first term is linear and the second is even, so $P''(u)$ is even. It is a bell-shaped peak centred on $u=0$, with full width at half height $5.44\,kT$.

Now take a pair of levels $i,f$ with $E_f-E_i=\Delta>0$, weight $w$ and populations $p_i,p_f$. Upward transitions contribute $p_iw[P(eV-\Delta)-P(-eV-\Delta)]$ to the net current. Downward transitions have $\Delta$ replaced by $-\Delta$ and $p_i$ by $p_f$. Differentiating twice and using the evenness of $P''$ gives
\begin{equation}
\frac{d^2I}{dV^2}\propto\sum_{\text{pairs}}w(p_i-p_f)
\left[P''(eV-\Delta)-P''(eV+\Delta)\right].
\label{spectrum}
\end{equation}
Each peak at positive bias has a negative image at negative bias.

At 0.5 K, $kT=0.0431$ meV, the thermal width is 0.234 meV, and the first excited level has population 0.015. The spectrum computed from all transitions has three peaks higher than 1\% of the tallest, at 0.182, 3.900 and 5.760 mV. They agree with the zero-temperature thresholds to within one step of the 0.002 mV grid used.

At 1.0 K the lowest peak is at 0.227 mV (0.228 mV on the grid), although $\Delta_1$ has not changed. The image explains the direction of the shift. At $eV=\Delta_1$ the first term in \eqref{spectrum} has zero slope, while the subtracted bell is still falling. The difference therefore rises, and its maximum lies at higher bias. If $\Delta\ll kT$, the bracket tends to $-2\Delta P'''(eV)$. The position of its maximum is then set by $kT$, and $\Delta$ affects the height alone.

At 4.2 K the width is 1.97 meV and the first excited level has population 0.38. Two peaks remain, at 0.830 and 3.948 mV. The first is far above $\Delta_1$ and cannot be read as an excitation energy. The limit $\Delta\ll kT$ places it at $2.14\,kT=0.78$ mV, the pair $g,B$ alone at 0.785 mV, and the tails of the other transitions move it the rest of the way. No separate peak remains near 5.76 mV. The spacing $\Delta_3-\Delta_2=1.86$ meV is slightly smaller than the thermal width, and the transitions there are the weaker ones. With populations 0.62 and 0.38 of the two lowest levels, and unit weights from $|B\rangle$ to $|C_\pm\rangle$ (see part (e)), the transitions to $|C_+\rangle$ have total strength $0.62\times0.49+0.38=0.68$, against $0.62\times1.62+0.38\approx1.4$ for those to $|C_-\rangle$. The weaker group merges into the flank of the stronger. The unequal strength is essential: two equal lines at this spacing would still be resolved at 4.2 K, whereas the actual third peak is already gone at 3.6 K, where the width, 1.69 meV, is below the spacing. Within this model, the lowest excitation can be read directly from a peak when $5.44\,kT$ is well below the distance $2\Delta_1=0.36$ meV between the peak and its image.

\section*{Part (e): residual field and substrate electrons}

\textbf{Question.} Estimate (i) the effect on $\Delta_1$ of a stray field of 0.1 T along $z$, with $g=2$, and (ii) the lifetime broadening caused by an exchange coupling $J\,\mathbf S\cdot\mathbf s$ to substrate electrons. For (ii) use $J\rho=0.1$ as a rough value, where $\rho$ is the density of states per spin. Compare the model with the real system.

\textbf{Answer.} (i) The field adds $g\mu_BB_zS_z$. Both $|g\rangle$ and $|B\rangle$ have zero mean $S_z$, and the element between them is $2c$. Keeping these two states,
\begin{equation}
\Delta_1(B_z)=\sqrt{\Delta_1^2+(4c\,g\mu_BB_z)^2} .
\end{equation}
The two terms under the root are equal at 0.396 T. At 0.1 T the field term is therefore $0.181\times0.1/0.396=0.046$ meV, and
\begin{equation}
\Delta_1(0.1\ \text{T})=\sqrt{0.1807^2+0.046^2}\ \text{meV}=0.186\ \text{meV},
\end{equation}
a rise of 3\%. Diagonalization of all five levels gives the same value. A field much smaller than 0.4 T may thus be treated as zero for this threshold.

(ii) At $T=0$ an atom in level $i$ can drop to level $f$ by exciting an electron across the Fermi level. The available phase space is $P(E_i-E_f)=E_i-E_f$. Fermi's golden rule, with the spin sum \eqref{trace}, gives the energy width
\begin{align}
\Gamma_i=\frac{\hbar}{\tau_i}
&=2\pi(J\rho)^2\sum_{E_f<E_i}\frac{w_{if}}2(E_i-E_f)\nonumber\\
&=\pi(J\rho)^2\sum_{E_f<E_i}w_{if}(E_i-E_f).
\end{align}
Besides the weights of part (c), one needs $S_x|B\rangle=|C_-\rangle$, $S_y|B\rangle=i|C_+\rangle$ and $S_z|C_+\rangle=|C_-\rangle$, each of unit weight. Hence
\begin{align}
\Gamma_1&=0.01\pi\,(3.89\times0.181)=0.022\ \text{meV},\\
\Gamma_2&=0.01\pi\,(1.62\times3.90+3.72)=0.32\ \text{meV},\\
\Gamma_3&=0.01\pi\,(0.488\times5.76+5.58+1.86)=0.32\ \text{meV}.
\end{align}
For this rough coupling, the upper two widths exceed the thermal width at 0.5 K, while the lowest remains much narrower than it. The widths scale as $(J\rho)^2$, so halving the coupling divides them by four.

\textbf{Comparison with the real system.} Iron atoms on copper nitride are studied by low-temperature scanning tunnelling spectroscopy, and anisotropies of order 1 meV are the relevant scale. The parameters in \eqref{H} are effective ones: static level shifts caused by the substrate are taken to be included in them. One assumption that a real junction does not satisfy exactly is that of an isolated spin. The estimate above puts the resulting broadening at about 0.3 meV for the upper levels, or 8\% of $\Delta_2$ and 6\% of $\Delta_3$; this is a width and not a predicted shift. Quartic anisotropy could move the levels, and higher-order exchange scattering could change the step shapes. A larger current could drive the populations out of equilibrium, and bias modulation would add instrumental width. None of these four effects is sized here. The calculated thresholds are therefore results of the effective spin model for the given $D$ and $E$, not measured energies. In this model, for $D<0$ and $0<E<|D|$, the upper two thresholds alone fix both parameters; other pairs $D,E$ outside that range give the same thresholds and correspond to a relabelling of the axes. If $D$ and $E$ were obtained by fitting those thresholds in a measured spectrum, agreement with them is not an independent test of the model. The numerical output lists the values at higher precision.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D = -1.55 meV, E = 0.31 meV
R = 1.64037 meV
A-to-0 coupling = 1.07387 meV
Level 0: -6.38073 meV
Level 1: -6.20000 meV
Level 2: -2.48000 meV
Level 3: -0.62000 meV
Level 4: 0.18073 meV
Mixing angle = 0.16674 rad
Ground-state probability of m=0 = 0.02754
Excitation 1: 0.18073 meV, weight 3.8898
Excitation 2: 3.90073 meV, weight 1.6220
Excitation 3: 5.76073 meV, weight 0.4881
Excitation 4: 6.56146 meV, weight 0.0000
Threshold 1 as frequency = 43.7 GHz
Threshold 2 as frequency = 943.2 GHz
Threshold 3 as frequency = 1392.9 GHz
Small-E estimate of excitation 1 = 0.18600 meV
Example temperature = 0.5 K, kT = 0.04309 meV
Thermal peak width / kT = 5.439
Thermal peak width at 0.5 K = 0.2344 meV
Thermal peak width at 4.2 K = 1.969 meV
Population of level 1 at 0.5 K = 0.0149
Population of level 1 at 4.2 K = 0.3777
Peaks at 0.5 K (mV): 0.182 3.900 5.760
Lowest peak at 1.0 K = 0.228 mV
Peaks at 4.2 K (mV): 0.830 3.948
Assumed g = 2.0, residual field = 0.1 T
Lowest gap in that field = 0.18641 meV
Two-level estimate of that gap = 0.18641 meV
Field where Zeeman and zero-field splittings match = 0.396 T
Rounding of D and E by up to 0.005 meV:
  largest change of threshold 1 = 0.0063 meV
  largest change of threshold 2 = 0.0238 meV
  largest change of threshold 3 = 0.0351 meV
Rough exchange coupling J*rho = 0.1 (dimensionless)
  relaxation width of level 1 = 0.0221 meV
  relaxation width of level 2 = 0.3156 meV
  relaxation width of level 3 = 0.3221 meV
\end{verbatim}
